\section*{Surface field between two coplanar semi-infinite electrodes, derived two ways}

\section{Result}

Two thin, perfectly conducting electrodes lie in the plane $y=0$. One covers $x<-a$ at potential $-V/2$, the other $x>a$ at $+V/2$, and nothing varies along the third axis. The field on the surface of the gap is
\begin{equation}
E_x(x,0)=-\frac{V}{\pi\sqrt{a^2-x^2}},\qquad E_y(x,0)=0,\qquad |x|<a .
\label{eq:result}
\end{equation}
For $V>0$ the field points from the positive electrode on the right to the negative one on the left, hence the minus sign; the magnitude is $V/(\pi\sqrt{a^2-x^2})$.

The assumptions are these. There is no free charge outside the metal. The relative permittivities $\epsilon_1$ above and $\epsilon_2$ below are uniform, and their interface is $y=0$. The potential $\phi$ is bounded, and continuous also at the electrode edges. Neither permittivity appears in the result.

\section{First derivation: conformal mapping}

\subsection{Reduction to one half-plane}

In each half-space $\nabla^2\phi=0$. Across the gap $\phi$ is continuous, and without interface charge so is the normal displacement:
\begin{equation}
\epsilon_1\,\partial_y\phi(x,0^+)=\epsilon_2\,\partial_y\phi(x,0^-).
\label{eq:disp}
\end{equation}
Try a potential even in $y$. Its two normal derivatives are opposite, so (\ref{eq:disp}) becomes $(\epsilon_1+\epsilon_2)\,\partial_y\phi(x,0^+)=0$. It remains to solve Laplace's equation in $y>0$ with $\phi=\pm V/2$ on the metal and $\partial_y\phi=0$ in the gap.

\subsection{The map}

Let $z=x+iy$. The boundary changes type at $z=\pm a$. A map that turns it by a right angle at each of these points has a derivative with a factor $(z\mp a)^{-1/2}$ there, which suggests
\begin{equation}
\frac{dw}{dz}=\frac{1}{\sqrt{a^2-z^2}},\qquad w=u+iv=\arcsin\frac{z}{a}.
\end{equation}
The inverse shows where the half-plane goes:
\begin{equation}
z=a\sin w=a\,(\sin u\cosh v+i\cos u\sinh v).
\end{equation}
For fixed $v>0$ and $-\pi/2<u<\pi/2$, the point $z$ runs once along the upper half of an ellipse with semi-axes $a\cosh v$ and $a\sinh v$. As $v$ grows from zero these confocal half-ellipses sweep the upper half-plane once. The map is therefore one-to-one from the half-strip $|u|<\pi/2$, $v>0$. On its boundary:
\begin{itemize}
\item $v=0$ gives $x=a\sin u$, $y=0$: the gap;
\item $u=\pi/2$ gives $x=a\cosh v$, $y=0$: the right electrode;
\item $u=-\pi/2$ gives $x=-a\cosh v$, $y=0$: the left electrode.
\end{itemize}

An analytic map preserves Laplace's equation and, since it preserves angles, the condition of zero normal derivative. In the strip the potential must equal $\pm V/2$ on the sides $u=\pm\pi/2$ and have $\partial_v\phi=0$ on the base. The linear function
\begin{equation}
\phi=\frac{V}{\pi}\,u=\frac{V}{\pi}\,\mathrm{Re}\arcsin\frac{z}{a}
\label{eq:phi}
\end{equation}
does both. This is a parallel-plate potential bent open by the map.

\subsection{The field}

Write $\phi=\mathrm{Re}\,F$ with $F=Vw/\pi$. The Cauchy--Riemann equations give $F'(z)=\partial_x\phi-i\,\partial_y\phi$. With $\mathbf E=-\nabla\phi$,
\begin{equation}
E_x-iE_y=-F'(z)=-\frac{V}{\pi\sqrt{a^2-z^2}},\qquad y>0 .
\label{eq:complex}
\end{equation}
In the gap the root is real and positive, which gives (\ref{eq:result}). Far away, $|z|\gg a$, the magnitude tends to $V/(\pi|z|)$: the potential difference $V$ is then spread over a semicircle of length $\pi|z|$, and the gap width has dropped out.

\subsection{Uniqueness}

The even symmetry was a trial assumption, so other solutions must be excluded. Let $U$ be the difference of two bounded solutions. It vanishes on the metal. For $y>0$ define
\begin{align}
p(x,y)&=U(x,y)-U(x,-y),\\
s(x,y)&=\epsilon_1U(x,y)+\epsilon_2U(x,-y).
\end{align}
By continuity $p=0$ on all of $y=0$. Its odd reflection is a bounded harmonic function in the whole plane, hence constant, hence zero.

The function $s$ vanishes on the metal, and (\ref{eq:disp}) gives $\partial_ys=0$ in the gap. In the $w$ plane it can be reflected evenly across the base. It is then bounded and harmonic in the full strip $|u|<\pi/2$ and zero on the sides. For any $\delta>0$ the harmonic function
\begin{equation}
b=\delta\cosh\frac v2\cos\frac u2\ \ge\ \frac{\delta}{\sqrt2}\cosh\frac v2
\end{equation}
is positive on the sides and exceeds $|s|$ at large $|v|$. The maximum principle gives $|s|\le b$ everywhere in the strip, and $\delta\to0$ gives $s=0$. From $p=s=0$ follows $(\epsilon_1+\epsilon_2)U=0$, so (\ref{eq:phi}), continued evenly to $y<0$, is the solution.

\section{Second derivation: an integral equation on the surface}

\subsection{Normal field from the surface potential}

Now take the surface potential $f(x)=\phi(x,0)$ as the unknown. It equals $\pm V/2$ on the metal, so its slope $g=f'$ is nonzero only in the gap, and $\int_{-a}^{a}g\,dt=V$. The bounded harmonic function in $y>0$ with boundary values $f$ is given by Poisson's formula,
\begin{equation}
\phi(x,y)=\frac1\pi\int_{-\infty}^{\infty}\frac{y\,f(t)}{(t-x)^2+y^2}\,dt .
\end{equation}
The kernel is $\partial_t\arctan[(t-x)/y]$. Integrate by parts. The end terms are $\frac1\pi\left[\frac V2\frac\pi2-\left(-\frac V2\right)\left(-\frac\pi2\right)\right]=0$, so
\begin{equation}
\phi(x,y)=-\frac1\pi\int_{-a}^{a}g(t)\arctan\frac{t-x}{y}\,dt .
\end{equation}
Since $\partial_y\arctan[(t-x)/y]=-(t-x)/[(t-x)^2+y^2]$,
\begin{equation}
\partial_y\phi(x,0^+)=\lim_{y\to0^+}\frac1\pi\int_{-a}^{a}\frac{g(t)\,(t-x)}{(t-x)^2+y^2}\,dt
=\frac1\pi\,\mathrm{P}\!\!\int_{-a}^{a}\frac{g(t)}{t-x}\,dt .
\label{eq:hilbert}
\end{equation}
The principal value P appears because the kernel is odd about $t=x$: the part of the integral proportional to $g(x)$ cancels over a symmetric neighbourhood.

The lower half-space has the same boundary values $f$, so its potential is the mirror image. The even symmetry is here a consequence and no longer a trial. Condition (\ref{eq:disp}) then requires (\ref{eq:hilbert}) to vanish for $|x|<a$.

\subsection{Solution by a cosine series}

Put $x=a\cos\theta$, $t=a\cos\theta'$ and $g(t)=G(\theta')/(a\sin\theta')$. Because $dt=-a\sin\theta'\,d\theta'$, and the limits $-a,a$ become $\pi,0$,
\begin{equation}
\mathrm{P}\!\!\int_{-a}^{a}\frac{g(t)}{t-x}\,dt=\frac1a\,\mathrm{P}\!\!\int_0^\pi\frac{G(\theta')\,d\theta'}{\cos\theta'-\cos\theta}.
\end{equation}
Expand $G=\sum_{n\ge0}g_n\cos n\theta'$. The integrals needed are
\begin{equation}
I_n=\mathrm{P}\!\!\int_0^\pi\frac{\cos n\theta'}{\cos\theta'-\cos\theta}\,d\theta' .
\end{equation}

For $n=0$ an antiderivative is
\begin{equation}
L(\theta')=\frac1{\sin\theta}\ln\left|\frac{\sin\frac{\theta'+\theta}{2}}{\sin\frac{\theta'-\theta}{2}}\right| ,
\end{equation}
as differentiation and $\cos\theta'-\cos\theta=-2\sin\frac{\theta'+\theta}2\sin\frac{\theta'-\theta}2$ confirm. It vanishes at $\theta'=0$ and $\pi$. The cut-out interval contributes $L(\theta-\eta)-L(\theta+\eta)$, which tends to zero with $\eta$. Hence $I_0=0$. Writing $\cos\theta'=(\cos\theta'-\cos\theta)+\cos\theta$ gives $I_1=\pi+\cos\theta\,I_0=\pi$. For $n\ge1$ the same substitution gives
\begin{equation}
I_{n+1}+I_{n-1}=\mathrm{P}\!\!\int_0^\pi\frac{2\cos\theta'\cos n\theta'}{\cos\theta'-\cos\theta}\,d\theta'=2\cos\theta\,I_n ,
\end{equation}
because $\int_0^\pi\cos n\theta'\,d\theta'=0$. The recurrence and its two starting values are satisfied by
\begin{equation}
I_n=\pi\,\frac{\sin n\theta}{\sin\theta}.
\label{eq:In}
\end{equation}

Term-by-term integration is allowed if $\sum n^2|g_n|$ converges. Since $I_0=0$, one may subtract $G(\theta)$ from the numerator, and $|\cos n\theta'-\cos n\theta|\le n^2|\cos\theta'-\cos\theta|$ makes the series uniformly convergent. The condition of zero normal field becomes $\sum_{n\ge1}g_n\sin n\theta=0$, so $g_n=0$ for $n\ge1$. The remaining coefficient follows from the voltage:
\begin{equation}
V=\int_{-a}^{a}g\,dt=\int_0^\pi G\,d\theta'=\pi g_0 .
\end{equation}
Thus $g(x)=(V/\pi)/(a\sin\theta)=V/(\pi\sqrt{a^2-x^2})$, and $E_x=-g$ is (\ref{eq:result}).

\section{What each derivation assumes}

Both use linear, uniform dielectrics, a flat interface and a bounded potential. The map starts from even symmetry and needs a separate uniqueness proof, but gives the field at every height through (\ref{eq:complex}). The integral equation derives the symmetry, and assumes a sufficiently smooth $G$; the uniqueness proof of the first route removes that restriction. The advantage of the integral equation is that charge on the gap enters simply as a right-hand side.

\subsection{Anisotropic substrate}

Let the substrate have permittivities $\epsilon_x,\epsilon_y$ with principal axes along $x$ and $y$. Then $\epsilon_x\partial_x^2\phi+\epsilon_y\partial_y^2\phi=0$ becomes Laplace's equation in $Y=y\sqrt{\epsilon_x/\epsilon_y}$, and $\epsilon_y\partial_y\phi=\sqrt{\epsilon_x\epsilon_y}\,\partial_Y\phi$. The substrate acts as a medium with $\epsilon_2=\sqrt{\epsilon_x\epsilon_y}$, and the gap field is unchanged.

\subsection{Charge on or near the gap}

With a uniform sheet charge $\sigma$ on the gap, the displacement jumps by $\sigma$, so $-\epsilon_0(\epsilon_1+\epsilon_2)\,\partial_y\phi(x,0^+)=\sigma$. Let $C=\sigma/[\epsilon_0(\epsilon_1+\epsilon_2)]$. From (\ref{eq:hilbert}) and (\ref{eq:In}),
\begin{equation}
\frac1a\sum_{n\ge1}g_n\frac{\sin n\theta}{\sin\theta}=-C
\quad\Rightarrow\quad g_1=-aC,\quad g_{n\ge2}=0 .
\end{equation}
With $g_0=V/\pi$ as before,
\begin{equation}
E_x(x,0)=-\frac{V/\pi-Cx}{\sqrt{a^2-x^2}} .
\label{eq:sheet}
\end{equation}
The tangential field at the centre is unchanged. The strength of the edge singularity changes by the fraction $\pi aC/V$: for $\sigma>0$ it falls at the positive electrode and rises at the negative one.

Two other disturbances reduce to this one. A layer of charge density $\rho$ and depth $D$, extending under gap and electrodes, has a one-dimensional solution that vanishes at $y=0$ and delivers the displacement $\rho D$ to the surface. The remainder of the potential must carry that flux across the gap as a sheet $\sigma=\rho D$ would. A back plate at depth $h\gg a$, tied to the left electrode, is at $-V/2$. The one-dimensional field $V/(2h)$ acts in the same way as a sheet $\sigma=-\epsilon_0\epsilon_yV/(2h)$, to leading order in $a/h$.

\section{Edges}

At distance $d=a-|x|\ll a$ from an edge, $a^2-x^2=d(2a-d)\approx2ad$, so
\begin{equation}
|E|\approx\frac{V}{\pi\sqrt{2ad}},\qquad
\int_0^d|E|\,dd'\approx\frac{2V}{\pi}\sqrt{\frac{d}{2a}}=2d\,|E(d)| .
\label{eq:edge}
\end{equation}
The field diverges but the voltage dropped near the edge vanishes as $\sqrt d$. The divergence belongs to a perfectly sharp edge, and its power $d^{-1/2}$ to metal of zero thickness. Thick metal with a sharp right-angled corner still has a diverging field, with a somewhat weaker power; for a pad lying on a substrate, rounding removes the divergence only if the air wedge between metal and substrate closes to zero angle where they meet. A peak field therefore cannot be read from (\ref{eq:result}).

\section{Example: test pads on silicon carbide}

Take two metal pads, much larger than the gap between them, on semi-insulating 4H-SiC in air, with $2a=10\ \mu\mathrm m$ and $V=100$ V. The centre field is
\begin{equation}
\frac{V}{\pi a}=\frac{100\ \mathrm V}{\pi\times5\times10^{-4}\ \mathrm{cm}}=0.064\ \mathrm{MV/cm},
\end{equation}
which is $2/\pi$ of the mean field $0.100$ MV/cm. At $x=4\ \mu$m the root is $\sqrt{25-16}=3\ \mu$m and the field is $0.106$ MV/cm. At $0.1\ \mu$m from an edge it is $0.320$ MV/cm, and $6.4$ V drops over that last $0.1\ \mu$m, in agreement with $2d|E|$.

A finite-volume solution of the two-material problem, with $\epsilon_1=1.0$, $\epsilon_x=9.7$ and $\epsilon_y=10.2$, reproduces the gap field within $0.21\,\%$ of its local value for grid-cell midpoints with $|x|<0.98a$. An isotropic substrate with $\epsilon_1/\epsilon_2=0.001$ gives the same agreement. The sheet, layer and back-plate formulas agree with such solutions within $0.4\,\%$ of the peak gap potential each produces.

For a real structure, the material values here are rough. An interface charge of $10^{11}$ elementary charges per cm$^2$ changes the edge strength by $\pi aC/V=26\,\%$. A net volume charge of $10^{14}$ cm$^{-3}$ over a depth $a=5\times10^{-4}$ cm amounts to $5\times10^{10}$ cm$^{-2}$ and gives half of that, $13\,\%$, if the layer also extends under the pads; confined beneath the gap it gives about $8\,\%$. A back plate under a $350\ \mu$m substrate gives $2\,\%$ if the pads are much wider than the substrate is thick; long pads $200$, $50$ and $20\ \mu$m wide give about $3$, $5$ and $9\,\%$. At these values charge disturbs the field more than the back plate does. At $10^{12}$ cm$^{-2}$ the linear formula gives $260\,\%$, and the field reverses over the roughly $3\ \mu$m next to one edge. A layer doped at $10^{16}$ cm$^{-3}$ is depleted to about $3.4\ \mu$m by $100$ V in a one-dimensional estimate, which would give about $870\,\%$, so (\ref{eq:result}) does not describe a region depleted in this way. Metal $0.2\ \mu$m thick, compared with thin metal at the same voltage, raises the centre field by about $0.7\,\%$ and lowers the tangential field at $d=0.1\ \mu$m by a little under $1\,\%$. Thick metal also breaks the mirror symmetry, so $E_y$ no longer vanishes in the gap: at $d=0.1\ \mu$m it is about $0.7$ of the tangential field on the air side, where the magnitude is about $20\,\%$ above the thin-metal value, and ten times smaller on the substrate side.

Impact ionisation shows where the ideal edge stops being meaningful. Take the rough local rate $A e^{-B/|E|}$ with $A=3\times10^7$ cm$^{-1}$ and $B=16$ MV/cm, the same for electrons and holes; avalanche breakdown then corresponds to an integral of one across the gap. Let $K=V/(\pi\sqrt{2a})$, so that $|E|=K/\sqrt d$. The two edges give
\begin{equation}
2\int_0^\infty A\,e^{-B\sqrt d/K}\,dd=\frac{4AK^2}{B^2}=\frac{2AV^2}{\pi^2aB^2}\approx0.47 ,
\end{equation}
which reaches one at $145$ V. This is not a predicted breakdown voltage. With $q=B\sqrt d/K$, the fraction of the integral from beyond $d$ is $(1+q)e^{-q}$. At $3$ MV/cm, a rough critical field, $q=16/3$ and the fraction is $3\,\%$. The other $97\,\%$ comes from within $1.1$ nm of the edges, where $0.7$ V drops, well below the roughly $3$ V that corresponds to the band gap. A local rate has no validity there; a breakdown estimate needs the real edge shape and a non-local treatment.

Electron tunnelling from the sharp edge at $300$ K, through a rough barrier of $1.5$ eV with mass $0.3\,m_e$ and without image-force lowering, and with the emitting strip of metal taken, generously, as wide as the tunnelling distance of $5.6$ nm, gives about $10^4$ carriers per cm$^2$ in transit at $10^7$ cm/s. That is negligible beside $10^{11}$ cm$^{-2}$, but the number depends steeply on the barrier: the same estimate gives about $3\times10^{8}$ cm$^{-2}$ at $1.1$ eV and $10^{10}$ cm$^{-2}$ at $0.9$ eV. Also, charge trapped over time is not covered by this estimate. The applied voltage is $0.30$ of the rough $330$ V minimum for breakdown of air by gas multiplication between smooth parallel electrodes. Field emission can lower the breakdown voltage in gaps of a few micrometres, and surface flashover is a separate question.

Steady leakage need not spoil the result. If the substrate conducts ohmically and uniformly to a depth much greater than the gap width, the contacts supply the current without a noticeable voltage drop, and no current leaves through the gap surface, then $\nabla^2\phi=0$ inside it (with $y$ rescaled as above if the conductivity is anisotropic) and $\partial_y\phi=0$ in the gap, which is the same mixed problem. A contact whose barrier limits the current, or a conductivity that depends on field or position, in general breaks this equivalence. Most of these values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
gap 2a = 10.0 um, voltage V = 100 V
substrate h = 350 um, metal = 0.2 um
relative permittivity: top 1.0, x 9.7, y 10.2
mean field V/(2a) = 0.1000 MV/cm
centre field = 0.0637 MV/cm
centre/mean field = 0.6366
field at x = 2.50 um: 0.0735 MV/cm
field at x = 4.00 um: 0.1061 MV/cm
field at x = 4.50 um: 0.1461 MV/cm
field at x = 4.90 um: 0.3199 MV/cm
field at x = 4.99 um: 1.0071 MV/cm
integral of field over gap = 100.0000 V
edge law at d = 0.1 um: 0.3183 MV/cm
voltage dropped in last 0.1 um = 6.38 V
2 d E at d = 0.1 um = 6.40 V
solver/formula, largest field error = 0.202 %
same, isotropic, top/substrate 0.001 = 0.204 %
largest potential error, r < 3a = 1.2e-03 of V
errors of sheet, layer, plate formulas = 0.38, 0.38, 0.38 %
interface charge = 1.0e+11 cm^-2
  change of edge strength = 26.0 %
volume charge = 1.0e+14 cm^-3, depth a
  change of edge strength = 13.0 %
back plate on one electrode: edge 2.09 %
  its part odd in x: at most 0.0086 %
metal thickness: centre 0.73 %
metal thickness: at d = 0.1 um -0.91 %
rough critical field = 3.0 MV/cm
  reached at d = 1.13 nm
  voltage dropped within this d = 0.68 V
ionisation A = 3.0e+07 cm^-1, B = 16 MV/cm
ionisation integral, ideal edge = 0.47
voltage where this integral is 1 = 145 V
barrier = 1.5 eV, mass = 0.3 m_e, T = 300 K
tunnel exit distance = 5.55 nm
WKB exponent at Fermi level = 20.3
edge current density = 2.9e-02 A/cm2
edge current per width = 1.6e-08 A/cm
carrier velocity = 1e+07 cm/s
injected carriers in transit = 1.0e+04 cm^-2
rough minimum breakdown voltage of air = 330 V
applied voltage/air minimum = 0.30
\end{verbatim}
